# Size barriers to self-trapping: one dimension against three, part 2

Can a carrier in a deformable solid avoid the barrier to self-trapping by changing its shape as it shrinks? The carrier, of mass $m$, couples to the local dilation $\Delta$ of a static harmonic continuum through a short-range deformation potential $D$; $K$ is the longitudinal elastic modulus. In the algebra $\hbar=1$, masses are in electron masses, and energy is measured from the unstrained band edge. In numerical work $1/m$ becomes $\hbar^2/m$, with $\hbar^2/m_e=7.6200\ \mathrm{eV\,Å^2}$.

The relaxed strain is $\Delta=-D\rho/K$, with $\rho=|\psi|^2$ and $\int\rho=1$. Barriers can be found from

$$
E[\psi]=\frac1{2m}\int|\nabla\psi|^2-\frac g2\int|\psi|^4,\qquad g=\frac{D^2}{K}.
$$

Shrinking a fixed shape by a factor $s$ in three dimensions gives $E(s)=Ts^2-Vs^3$, where

$$
T=\frac1{2m}\int|\nabla\psi|^2,\qquad V=\frac g2\int|\psi|^4 .
$$

For a Gaussian with density proportional to $e^{-r^2/\sigma^2}$,

$$
E(\sigma)=\frac{3}{4m\sigma^2}-\frac{g}{2(2\pi)^{3/2}\sigma^3},
$$

with its maximum at

$$
\sigma_c=\frac{mg}{(2\pi)^{3/2}},\qquad
E(\sigma_c)=\frac1{4m\sigma_c^2}=\frac{2\pi^3}{m^3g^2}.
$$

For all shapes, with $\|f\|^2=\int f^2d^3x$ and $\psi\ge0$,

$$
\int\psi^4\le\|\psi\|\,\|\partial_x\psi\|\,\|\partial_y\psi\|\,\|\partial_z\psi\| .
$$

With $p=\|\nabla\psi\|$, an inverse length that measures confinement, and $\|\psi\|=1$, this gives

$$
\int\psi^4\le\frac{p^3}{3\sqrt3},\qquad
E\ge F(p)=\frac{p^2}{2m}-\frac{g\,p^3}{6\sqrt3}.
$$

In one dimension there is no barrier: a broad state relaxes downhill to a bound state with decay length $1/\kappa$, $\kappa=mg/2$, and energy $-mg^2/24$. The one-dimensional example is a chain with $a=4.0$ Å, $K=2.0\ \mathrm{eV/Å^3}$, $m=0.5$ and $D=8$ eV. There $K_1=Ka^2=32\ \mathrm{eV/Å}$ replaces $K$, so $g=2.0$ eV Å.

The function $F$ rises from zero, reaches a maximum where $p/m=gp^2/(2\sqrt3)$, and then falls. At the maximum

$$
p_*=\frac{2\sqrt3}{mg},\qquad
F(p_*)=\frac{p_*^2}{2m}-\frac{p_*^2}{3m}=\frac{p_*^2}{6m}=\frac{2}{m^3g^2}.
$$

A state of negative energy must have $F(p)<0$, hence $p>3\sqrt3/(mg)$, which exceeds $p_*$. A spread-out state has $p$ near zero. Along a path on which $\psi$ and its gradient change continuously, $p$ must pass through $p_*$, and there the energy is at least $2/(m^3g^2)$. This proves that the barrier cannot be avoided by a change of shape. It is a barrier in size because $p$ alone decides where it stands.

The constant 2 is a safe bound and a poor estimate. A better value comes from the stationary state at the top of a pass. Varying $E[\psi]$ with the norm held fixed gives

$$
-\frac1{2m}\nabla^2\psi-g\psi^3=-\frac{\kappa^2}{2m}\psi .
$$

Write $\psi=cQ(\kappa r)$ with $c^2=\kappa^2/(2mg)$. Dividing by $c\kappa^2/(2m)$ removes all parameters:

$$
Q''+\frac2rQ'-Q+Q^3=0 ,
$$

where $r$ now stands for distance in units of $1/\kappa$. The wanted solution has no node and decays. Let $N=\int Q^2$, $A=\int|\nabla Q|^2$ and $B=\int Q^4$. Normalization requires $c^2\kappa^{-3}N=1$, so

$$
\kappa=\frac{N}{2mg}.
$$

Two identities fix the energy. Multiplying the equation by $Q$ and integrating gives $A+N=B$. The equation also makes $\tfrac12A+\tfrac12N-\tfrac14B$ stationary. Replacing $Q(\mathbf r)$ by $Q(s\mathbf r)$ multiplies $A$ by $s^{-1}$ and the other two integrals by $s^{-3}$, so the derivative at $s=1$ gives $-\tfrac12A-\tfrac32N+\tfrac34B=0$. Solving the pair yields $A=3N$ and $B=4N$.

It follows that $\int|\nabla\psi|^2=3\kappa^2$ and $\int\psi^4=4c^2=2\kappa^2/(mg)$. The energy parts are $T=3\kappa^2/(2m)$ and $V=\kappa^2/m$, and therefore

$$
E_b=T-V=\frac{\kappa^2}{2m}=\frac{N^2}{8m^3g^2}.
$$

Since $2T=3V$, the critical state is the maximum of its own scaling path, $E(s)=E_b(3s^2-2s^3)$. This path runs from a spread-out state to negative energy, so the lowest possible barrier is no higher than $E_b$.

The critical state has a feature that is easy to misread. Its carrier level is $-\kappa^2/(2m)$, below the band edge, yet the total energy is $+\kappa^2/(2m)$. The well does bind the carrier. The elastic energy needed to make the well, $V=\kappa^2/m$, is twice the binding, and the sum is positive. A bound level in a deformed lattice is thus no proof that the deformation is favourable.

Numerical solution gives $Q(0)=4.337$ and $N=18.897$, and both identities hold to the printed digits. The barrier coefficients are

$$
2\quad\text{(proved lower bound)},\qquad 44.64\quad\text{(state }Q),\qquad 62.01\quad\text{(Gaussian)},
$$

in units of $1/(m^3g^2)$.

Whether some other shape gives a lower pass can be put as one question. Let $J$ be the largest value of $\int\psi^4/(\|\psi\|p^3)$. Then $E\ge p^2/(2m)-gJp^3/2$. The right side is largest at $p=2/(3mgJ)$, where it equals $p^2/(6m)=2/(27J^2m^3g^2)$, and a shape that attains $J$ has a scaling path with this maximum. The state $Q$ has the ratio $4N/[N^{1/2}(3N)^{3/2}]=4/(3\sqrt3N)$, which reproduces $N^2/8$. A free maximization over sums of six concentric Gaussians finds 0.040736, the same as $Q$ to the printed digits. Such a search is not a proof, but that $Q$ attains the largest $J$ among all shapes is a known theorem (Weinstein, 1983), which is not derived here. With it, $E_b$ is the lowest barrier in the continuum. The derivation above, taken alone, places the lowest barrier between the first two coefficients.

The role of size appears directly when states relax downhill. A Gaussian that starts at $1.8\sigma_c$ spreads: its mean radius grows from 2.03 to $10.75\sigma_c$ during the run. One that starts at $0.6\sigma_c$ collapses, from 0.68 to $0.09\sigma_c$, where the grid sets the scale. The same kind of relaxation in one dimension led a broad state to its bound state.

The collapse has no end in the continuum, so the trapped state must be described with the lattice spacing $a$ included. On a cubic lattice, let $t=1/(2ma^2)$ be the hopping energy, which reproduces the mass $m$ at the band bottom. A carrier on one site loses all hopping energy and lies $6t$ above that bottom. If the strain is uniform in its cell, the density is $1/a^3$ and the relaxation energy is $g/(2a^3)$. Hence

$$
E_{\text{site}}=6t-\frac{g}{2a^3}.
$$

A negative value suffices for a trapped state below the band edge. A positive value leaves the question open, because a state spread over a few sites may be lower.

Take $m=10$, $D=18$ eV, $K=2.0\ \mathrm{eV/Å^3}$ and $a=4.0$ Å as round model parameters. Then $g=18^2/2=162\ \mathrm{eV\,Å^3}$, $\hbar^2/m=0.7620\ \mathrm{eV\,Å^2}$, and the energy unit is $(0.7620)^3/(162)^2=1.686\times10^{-5}$ eV. The barrier of the state $Q$ is

$$
E_b=44.64\times1.686\times10^{-5}\ \text{eV}=7.5\times10^{-4}\ \text{eV},
$$

or $2.77\times10^{-5}$ hartree. The proved lower bound is $3.4\times10^{-5}$ eV.

On the Gaussian path the energy rises from 0.00016 eV at 54 Å to 0.00105 eV at the critical size of 13.5 Å. It is back at zero at 9.0 Å and has reached $-0.0042$ eV at 6.7 Å. The state $Q$ has a decay length of 22.5 Å, a root-mean-square radius of 23.3 Å and a peak strain of $7.9\times10^{-4}$.

The far end is much lower. One-site localization costs $6t=0.143$ eV and gains 1.266 eV, so $E_{\text{site}}=-1.12$ eV. The cell strain there is 0.14, too large for harmonic elasticity to be trusted, and the depth is a property of the model. Still, within the static model the contrast is plain: a barrier below 1 meV separates the free carrier from a state about 1 eV lower.

The low barrier is a consequence of the continuum regime. Since $E_b\propto1/(m^3g^2)$ while the critical size grows as $mg$, a wide critical state means a low barrier. In units of the hopping energy,

$$
\frac{E_b}{t}=(\kappa a)^2=\Big(\frac{Na}{2mg}\Big)^2 .
$$

The continuum needs $\kappa a\ll1$, and more strictly a core that is wide compared with $a$. The equation for $Q$ gives $Q\simeq Q(0)\{1-[Q(0)^2-1]r^2/6\}$ near the centre, so the core radius is about $0.6/\kappa$, here 13 Å or three spacings. Since $\kappa=N/(2mg)$, this radius is about $mg/16$. Three dimensions thus require strong coupling, $mg\gg16a$ (the example has $mg=53a$), while the one-dimensional continuum requires weak coupling. This is why the two examples use different carriers.

A direct solution on the cubic lattice shows the size of the error. In a periodic box of 40 sites per edge the smooth stationary state lies at $7.17\times10^{-4}$ eV, 4.7 percent below the continuum barrier. This box is only about seven decay lengths wide; with 64 sites per edge the value rises to $7.21\times10^{-4}$ eV, 4.2 percent below. With the spacing reduced to $0.75a$ and the continuum parameters kept, the deviation is 2.8 percent in a box of the smaller size and 2.4 percent in one of the larger size. The lattice replaces $k^2$ by $(2-2\cos ka)/a^2=k^2-k^4a^2/12+\dots$, which lowers the kinetic energy with a leading correction in $a^2$. Extrapolation on this basis leaves 0.3 percent in the smaller boxes and 0.1 percent in the larger ones, so most of the first remainder comes from the periodic images.

Stationary solutions on the lattice can also depart far from the continuum relation between level and coupling. One that was found by starting from a single site has a level $0.073t$ below the band edge. It belongs to a coupling $g/(a^3t)\approx18$, whereas the continuum relation would require 69.9. At such a coupling the continuum critical state would be only about a spacing wide, and its formula cannot be trusted. For the example, where $g/(a^3t)=106$, it has not been shown that the smooth state is the lowest pass on the lattice.

The static treatment sets another limit. The lattice must be slow compared with the carrier. For a state of inverse size $\kappa$ and a sound speed $v$, this asks for $v\kappa\ll\kappa^2/(2m)$, or $\kappa\gg2mv$. In one dimension, where $\kappa=mg/2$, the condition becomes $g\gg4v$, so the static result does not extend to arbitrarily weak coupling. In three dimensions a heavy carrier with a wide critical state can violate the condition, and the three-dimensional example does. In ordinary units its limit $\hbar\kappa/(2m)$ is 2.6 km/s. The longitudinal sound speed is $v=\sqrt{K/\rho_m}$, where $\rho_m$ is the mass density and $K=320$ GPa here. Even a sound speed equal to the limit would need $\rho_m=48\ \mathrm{g/cm^3}$, more than twice the density of any ordinary solid. The example therefore illustrates the static energy only, and its $E_b$ should not be read as a measured activation energy. A lighter carrier does not simply cure this. With the same $K$ and $a$, a density of $6\ \mathrm{g/cm^3}$ and a core of three spacings, $m=1$ puts the limit at only about four times the sound speed and needs $D\approx55$ eV, while $m=5$ needs $D\approx24$ eV and again falls below the sound speed. The window in which both the continuum and the static conditions hold in three dimensions is narrow.

Polar crystals add a long-range attraction. Its static energy scales as a Coulomb self-energy, so the energy of a fixed shape becomes

$$
E(s)=Ts^2-Vs^3-Cs,\qquad C>0 .
$$

The linear term wins for wide states, as the short-range term did in one dimension, and the free carrier first contracts downhill. The slope $-C+2Ts-3Vs^2$ becomes positive at some size only if its discriminant is positive, that is if $T^2>3VC$. Then a barrier separates a wide bound polaron from the compact state. If $T^2\le3VC$, the path for this shape has no barrier even in three dimensions. The size barrier thus survives weak polar coupling but can be removed by stronger coupling. For a Gaussian of size $\sigma$ in Gaussian units, $C=(e^2/2\bar\varepsilon)\sqrt{2/\pi}/\sigma$ with $1/\bar\varepsilon=1/\varepsilon_\infty-1/\varepsilon_0$, and the three-dimensional example keeps a barrier on this path only if $\bar\varepsilon$ exceeds about 270. The lower bound proved above covers purely short-range coupling, and a polar wide-gap material has to be judged with both terms.

## Computed results

```
hbar^2/m_e = 7.6200 eV angstrom^2
Lattice spacing a = 4.0 angstrom, K = 2.0 eV/angstrom^3
3D: m = 10.0 m_e, D = 18.0 eV
3D: hbar^2/m = 0.7620 eV angstrom^2
3D: g = 162.00 eV angstrom^3
3D: unit (hbar^2/m)^3/g^2 = 1.6859e-05 eV
3D Gaussian critical size sigma = 13.499 angstrom
3D Gaussian barrier = 1.0455e-03 eV
  3D E at sigma = 53.995 angstrom: 0.000163 eV
  3D E at sigma = 26.997 angstrom: 0.000523 eV
  3D E at sigma = 13.499 angstrom: 0.001045 eV
  3D E at sigma = 10.799 angstrom: 0.000817 eV
  3D E at sigma = 8.999 angstrom: -0.000000 eV
  3D E at sigma = 6.749 angstrom: -0.004182 eV
Critical profile: Q(0) = 4.3374, N = 18.8973 (no unit)
  int|grad Q|^2/N = 3.00000, int Q^4/N = 4.00000
Barrier coefficients: lower bound 2, Q 44.638, Gaussian 62.013
Barrier coefficient, free 6-Gaussian search = 44.638
Ratio J: from Q 0.040736, from search 0.040736
Largest tested ratio in the 3D inequality = 0.178 (limit 1)
3D optimal barrier = 7.5255e-04 eV = 2.766e-05 hartree
3D rigorous lower bound = 3.372e-05 eV
3D critical state: decay length = 22.501 angstrom
3D critical state: rms radius = 23.330 angstrom
3D critical state: peak |strain| = 7.865e-04
Hopping t = 0.02381 eV, one-site cost 6t = 0.1429 eV
One-site relaxation g/(2a^3) = 1.2656 eV
One-site energy = -1.1228 eV
One-site |strain| D/(K a^3) = 0.1406
Lattice coupling g/(a^3 t) = 106.30 (no unit)
Lattice saddle, spacing a: 7.1693e-04 eV, 4.73 % below continuum
Lattice saddle, spacing 0.75 a: 7.3140e-04 eV, 2.81 % below continuum
Extrapolated to zero spacing: 0.34 % below continuum
Site-pinned lattice solution, binding 0.073 t: norm 18.07, continuum law 69.94
3D flow, start 1.8 sigma_c: mean radius 2.03 -> 10.75 sigma_c
3D flow, start 0.6 sigma_c: mean radius 0.68 -> 0.09 sigma_c
1D: m = 0.5 m_e, D = 8.0 eV, K1 = 32.0 eV/angstrom
1D: hbar^2/m = 15.2399 eV angstrom^2, g = 2.000 eV angstrom
1D Gaussian: sigma = 19.100 angstrom, E = -0.01044 eV
  1D E at sigma = 152.803 angstrom: -0.00245 eV
  1D E at sigma = 76.402 angstrom: -0.00457 eV
  1D E at sigma = 38.201 angstrom: -0.00783 eV
  1D E at sigma = 19.100 angstrom: -0.01044 eV
  1D E at sigma = 9.550 angstrom: 0.00000 eV
  1D E at sigma = 7.640 angstrom: 0.01305 eV
1D bound state: decay length 1/kappa = 15.240 angstrom
1D bound state: energy = -0.01094 eV = -4.019e-04 hartree
1D bound state: peak |strain| = 0.00820
1D flow test (m = 1, g = 2): E = -0.16685, formula -0.16667 hartree
```
